Branches and stability of a ferroelectric-dielectric stack by pseudo-arclength continuation

Between plate charges of 3.50 and 4.65 µC/cm², a uniformly polarized model stack of 20 nm ferroelectric and 2 nm oxide has a charge that rises with voltage, from −0.124 V to −0.103 V. Its total capacitance is positive there, yet every one of these states is unstable. The slope of a charge-voltage curve does not settle stability. The second variation of the energy does.

**The energy and its variables**

The ferroelectric, of thickness t_f, and the dielectric, of thickness t_d, are separated by an initially neutral metal island. One cell has two equal regions with polarizations P₁ and P₂. The metals make the film field E_f the same in both. Let Q be the mean plate charge per area and V_f = t_f E_f. With background permittivity ε_b kept separate from P,

Q = (P₁ + P₂)/2 + C_b V_f,  C_b = ε₀ε_b/t_f,
V = V_f + Q/C_d,  C_d = ε₀ε_d/t_d.

The polarization energy density is aP²/2 + bP⁴/4, with a < 0 < b. A difference between the regions costs g(P₁ − P₂)²/8 per volume. Measure polarization and charge in P₀ = √(|a|/b), field in |a|P₀, voltage in t_f|a|P₀ and energy per area in t_f|a|P₀². The scaled constants are

γ = g/|a|,  β = ε₀ε_b|a|,  δ = ε₀ε_d|a|t_f/t_d.

From here lower-case symbols are scaled, with m = (p₁ + p₂)/2 and d = (p₁ − p₂)/2. Since

p₁² + p₂² = 2(m² + d²),
p₁⁴ + p₂⁴ = 2(m⁴ + 6m²d² + d⁴),

the total energy, including the work of the voltage source, is

G = −(m² + d²)/2 + (m⁴ + 6m²d² + d⁴)/4 + γd²/2 + (q − m)²/(2β) + q²/(2δ) − qv.

**All equilibria**

Write e = (q − m)/β for the film field. Setting the derivatives with respect to d, m and q to zero gives

d(−1 + γ + 3m² + d²) = 0,
−m + m³ + 3md² = e,
e + q/δ = v.

The first equation factors. Either d = 0, a line of uniform states, or

3m² + d² = 1 − γ,

an ellipse of domain states, which exists for γ < 1. On the line e = −m + m³. On the ellipse, substituting d² = 1 − γ − 3m² gives

e = −m + m³ + 3m(1 − γ − 3m²) = (2 − 3γ)m − 8m³.

To bring in the voltage, put q = m + βe into the third equation:

e + (m + βe)/δ = v, so e = λ(δv − m), λ = 1/(β + δ).

Thus λδv = e + λm, and

line: λδv = (λ − 1)m + m³,
ellipse: λδv = (2 − 3γ + λ)m − 8m³.

The two curves cross at m² = (1 − γ)/3. They form one connected set, so following the line and switching once reaches every equilibrium of this model. Continuation alone could not establish this: it follows connected curves and would miss a separate loop. The factorization excludes such a loop here.

At a given voltage the line supplies at most three equilibria. The ellipse supplies at most three values of m, each with two signs of d, so the total is at most nine.

**Why voltage steps fail and arclength steps do not**

Let y = (p₁, p₂, q, v), let F be the gradient of G with respect to (p₁, p₂, q), and let H be the corresponding Hessian. Voltage enters G through −qv, so the 3 × 4 derivative matrix of F is

J = [H, −u],  u = (0, 0, 1)ᵀ.

Newton's method at fixed voltage solves with H. At a fold two equilibria merge, H has a null vector z, and the solve fails. Pseudo-arclength continuation treats voltage as another unknown. From a known point y₀ with unit tangent t, where Jt = 0, it predicts y₀ + st and then solves

F(y) = 0,  t·(y − y₀) = s.

The Newton matrix B is J with tᵀ added as a fourth row. At a simple fold, z has a nonzero charge component. Because H is symmetric, its range is orthogonal to z, so u lies outside that range and J has rank three. Its null space is then spanned by t = (z, 0), with z normalized. If Bw = 0, the first three rows give w = ct, and the last gives c = 0. Hence B is regular.

The row tᵀ is orthogonal to the rows of J, so BBᵀ consists of JJᵀ and the number 1 in separate blocks. The smallest singular value of B is therefore the smaller of 1 and the smallest singular value of J. At the line fold of the example, H has smallest singular value 2.6 × 10⁻¹⁶, zero to rounding, while B has 0.0528. To first order, a residual r displaces the computed point by at most r/0.0528 ≈ 19r in scaled units.

These errors do not accumulate along the curve, because each point is corrected against F = 0. The step length affects the prediction, whose error is of order s², and the risk of stepping over two events at once. The example uses s = 0.010, with 431 points on the line between −4.8 V and slightly above 4.8 V, and 384 on the ellipse.

**Finding folds and crossing points**

A fold is bracketed when the voltage component of t changes sign, and root finding in s then locates it. On the ellipse this component also changes sign at the two crossings, where m is extreme; these points are already known from the line and are left out. Differentiating the two voltage equations gives the expected positions:

line folds: m² = (1 − λ)/3,
ellipse folds: m² = (2 − 3γ + λ)/24.

The first pair exists for λ < 1. The second lies inside the ellipse for 0 < 2 − 3γ + λ < 8(1 − γ).

At a crossing, B itself becomes singular. On the line, small changes of d separate from those of m, q and v. The d equation has the coefficient −1 + γ + 3m², which is a factor of det B and passes linearly through zero at the crossing. A sign change of det B therefore detects it. There J has rank two and a two-dimensional null space. One direction is the tangent of the line. For the other, differentiate the ellipse:

6m dm + 2d dd = 0, so dm/dd = −d/(3m) = 0 at d = 0.

Since q and v depend on m along the ellipse, they too are stationary. The new tangent is a pure change of d,

φ = (1, −1, 0, 0)/√2.

It is the null direction orthogonal to the old tangent. This shortcut relies on the symmetry between the regions; at a general crossing the second tangent need not be orthogonal to the first.

The first step along φ is less well conditioned than a fold. It fixes d = s/√2 = 0.0071. The derivative of the d equation with respect to m is 6md, so a residual r in that equation gives

Δm = r/(6md) = r/(6 × 0.2887 × 0.0071) ≈ 80r.

The amplification grows as 1/s, which sets a practical limit on shortening this step.

**Classification by the second variation**

At fixed voltage a state is stable when H is positive definite. At fixed charge only the polarizations vary, and the polarization block A of H decides. Write

H = [[A, c], [cᵀ, h]],  S = h − cᵀA⁻¹c.

Completing the square in a variation x of the polarizations and η of the charge gives

xᵀAx + 2η cᵀx + hη² = (x + A⁻¹c η)ᵀA(x + A⁻¹c η) + Sη².

An invertible change of variables preserves the number of negative directions. If n_V and n_Q are the numbers for H and A, then n_V equals n_Q, plus one when S < 0. To identify S, differentiate F = 0 along a branch:

H d(p₁, p₂, q)/dv = u, so dq/dv = (H⁻¹)_qq = det A/det H = 1/S.

Therefore, where A and H are nonsingular,

n_V = n_Q + 1 if dq/dv < 0,
n_V = n_Q if dq/dv > 0.

A negative total slope proves instability at fixed voltage. A positive slope proves stability only if n_Q = 0.

For explicit conditions, eliminate q, whose own curvature 1/β + 1/δ is positive. This adds λ to the curvature in m. On the line the two curvatures are

−1 + 3m² + λ for m,  −1 + γ + 3m² for d.

On the ellipse the curvature in d is −1 + γ + 3m² + 3d² = 2d², and the mixed derivative is 6md. The determinant is

2d²(−1 + 3m² + 3d² + λ) − 36m²d² = 2d²(2 − 3γ + λ − 24m²).

For d ≠ 0 the ellipse is thus stable between its folds and has one negative direction beyond them. At fixed charge λ is replaced by 1/β.

**The example**

Take |a| = 1.2 × 10⁹ m/F, b = 3.0 × 10¹⁰ m⁵/(C²F), ε_b = 20, ε_d = 9 and γ = 0.75. Then P₀ = 20 µC/cm², the voltage unit is 4.8 V, β = 0.2125 and δ = 0.9563, so

λ = 1/(0.2125 + 0.9563) = 0.8556.

The positive crossing is at m = √(0.25/3) = 0.2887, or 5.77 µC/cm². The line fold is at √(0.1444/3) = 0.2194, or 4.39 µC/cm². The ellipse fold is at √(0.6056/24) = 0.1589, or 3.18 µC/cm². In scaled units, all located events agree with these formulas to within 10⁻⁷.

The opening observation now has its cause. Between m = 4.39 and 5.77 µC/cm² the curvature in m is positive, which makes the total slope positive, but the curvature in d is negative. The uniform state splits into two regions, even at fixed charge.

At zero voltage all nine equilibria are real:

- Two domain states have m = 0, d = ±10.0 µC/cm², G = −15.0 mJ/m² and n_V = 0.
- Two uniform states have m = ±7.6 µC/cm², G = −5.0 mJ/m² and n_V = 0.
- Four saddles have |m| = 5.5 and |d| = 3.0 µC/cm², G = −4.0 mJ/m² and n_V = 1.
- The unpolarized state has G = 0, n_V = 2 and n_Q = 1.

Gradient flow, started on either side of each saddle, ends in one uniform and one domain minimum.

An independent count uses the equation for p₁,

p₁³ − p₁ + γ(p₁ − p₂)/2 = λ[δv − (p₁ + p₂)/2].

It is linear in p₂ and can be solved for it when γ ≠ λ. Substitution in the companion equation leaves a ninth-degree polynomial in p₁. Its real roots match the traced equilibria at seven voltages; the counts are 9 at 0 and 0.048 V, 7 at 0.115 V, 5 at 0.240 and 0.336 V, and 1 at 0.480 and 2.400 V.

A further check is the sum of (−1)^n_V. At a fold the two merging states contribute opposite signs. At the positive crossing one line state with n_V = 1 becomes, as voltage rises, a line state with n_V = 0 and two ellipse states with n_V = 1; both sides sum to −1. The negative crossing is its mirror image. The total is therefore constant, and at large voltage one minimum remains, so it equals 1. At zero voltage it is 4 − 4 + 1 = 1.

As the voltage rises, the domain minimum ends at 0.376 V, where the uniform state is the remaining equilibrium. As it falls, the positive uniform minimum ends at −0.103 V. Several minima exist there, and the static energy does not decide which one is reached.

**Negative capacitance in a stable state**

For the film alone dq/de = β + dm/de. At the domain state with q = 0, de/dm = 2 − 3γ = −0.25, so

dq/de = 0.2125 − 4 = −3.79.

Multiplication by 20/4.8 = 4.17 µF/cm² gives C_f = −15.8 µF/cm². With the oxide, C_d = 3.98 µF/cm²,

1/C = −1/15.8 + 1/3.98, so C = 5.33 µF/cm².

The stack has 1.34 times the capacitance of its oxide and is stable. Stable uniform states also have a negative film capacitance, from −0.103 V until −1 + 3m² = 0 at 0.640 V.

Two limits separate the roles of wall and oxide. For γ > 1 there is no ellipse, and the unpolarized state is stable at fixed voltage if λ > 1. With the film held at 20 nm, this requires δ < 1 − β = 0.7875, hence an oxide thicker than 2 × 0.9563/0.7875 = 2.4 nm. For γ < 1, a thicker oxide removes the line folds but not the instability in d. For γ < 2/3, the two-region domain state at q = 0 has positive film capacitance.

**Numerical error and model error**

Near the ellipse fold the voltage is quadratic in m. Its second derivative gives

Δv = 24m(Δm)²/(λδ) = 4.7(Δm)²,

in magnitude. With Δm < 10⁻⁷ the error in the fold voltage is below about 2 × 10⁻¹³ V, apart from rounding. Parameter error is far larger. At the fold λδv = (2/3)(2 − 3γ + λ)m, which varies as (2 − 3γ + λ)^(3/2). At fixed λ and δ, the relative derivative with respect to γ is −4.5/0.6056 = −7.4. A 1% increase in γ, which is 0.0075, lowers the fold voltage by about 6%.

The two-region profile is a further source of error, seen here in the capacitance. Matching γ|a| to the first lateral mode, π²k/L², with a chosen gradient coefficient k = 10⁻⁹ m³/F, gives a cell width L = 3.3 nm. A continuous profile of that width has de/dm = −0.54 instead of −0.25. The film capacitance becomes −6.8 µF/cm² and the total 9.6 µF/cm², 80% above the two-region value. The state remains stable, but it now ends at about 0.21 V instead of 0.376 V, a far larger shift of the fold voltage than either error above. In a strip 10 nm wide, de/dm is −4.6 × 10⁻⁵, and the gain over the oxide capacitance practically vanishes: a wall far from the edges can move at almost no cost in energy.

**Relation to real films**

The chosen P₀ and the uniform-film coercive field of 0.92 MV/cm are of the rough size found in ferroelectric hafnia films, and ε_d = 9 suits alumina. The strong coupling requires a cell only 3.3 nm wide; at 10 nm the gain in capacitance was seen to vanish. The model also assumes one separate island per cell. If two cells share an island, their mean polarizations can change oppositely without changing the oxide charge. With no wall coupling between the cells the curvature of that motion is −0.25; with neighbouring regions coupled by the same γ, in mirror order and with free outer edges, the lowest curvature is −0.03 for two cells and −0.24 for eight. It is negative in each case, so the domain state at zero charge is unstable under a continuous internal metal. The film is also six times thicker than the cell is wide, so fringing fields matter when neighbouring islands differ.

Part of the diagram may be electrically out of reach, depending on a breakdown field that varies with oxide thickness and pulse length. Taking 8 to 10 MV/cm as a rough breakdown field for thin alumina, the uniform state at zero voltage, with 7.8 MV/cm, is marginal, and the end of the uniform negative-capacitance range, at 12.4 MV/cm, lies beyond it. For an assumed tunnel barrier of 3.0 eV and a mass of 0.30 electron masses, a semiclassical estimate gives 80 A/cm² in the zero-voltage uniform state. This is an order of magnitude only: other treatments of the same barrier give between 25 and 100 A/cm², and a mass of 0.35 lowers the estimate to about 20 A/cm². At this rate a charge equal to the plate charge, 6.2 µC/cm², crosses the oxide in about 80 ns. It does not simply discharge the oxide. As the island charges, the film polarization grows, and because the film capacitance is negative there, the oxide charge first rises to 7.4 µC/cm², with a field of 9.2 MV/cm, before it falls. This smooth picture is only an average: on a cell of 3.3 × 2 nm² one electron amounts to 2.4 µC/cm², so the peak is reached after about one electron, in roughly 30 ns at 80 A/cm². The state with a neutral island could therefore serve at most for pulses shorter than that.

Stability against small variations is also not persistence at 300 K. For a cell depth of 2 nm, the two-region barrier out of the domain state is 17.6 kT, but out of the uniform state it is 1.6 kT. Thermal motion would leave the uniform state almost at once. The domain state would not last long either: with an assumed 10¹² attempts per second, 17.6 kT corresponds to about 40 µs, and a continuous profile of the same width lowers this barrier to about 10 kT. The numerical output lists the remaining values.

Numbers as computed

```
Landau |a| = 1.20e+09 m/F; b = 3.00e+10 m^5/(C^2 F)
Thickness: film 20.0 nm, oxide 2.0 nm
Relative permittivity: background 20.0, oxide 9.0
P0 = 20.00 uC/cm2; voltage unit = 4.800 V
Uniform-film Landau coercive field = 0.924 MV/cm
Scaled beta, delta, gamma, load = 0.2125, 0.9563, 0.7500, 0.8556
Energy unit = 960.0 mJ/m2
Continuation step = 0.010; points on line, loop = 431, 384
Pitchfork: m=5.774, Q=4.649 uC/cm2, V=-0.1034 V
  oxide field = 5.83 MV/cm
Line fold: m=4.388, Q=3.500 uC/cm2, V=-0.1239 V
  oxide field = 4.39 MV/cm
Ellipse fold: m=3.177, Q=2.872 uC/cm2, V=0.3763 V
  oxide field = 3.60 MV/cm
Uniform NC end: m=11.547, Q=9.911 uC/cm2, V=0.6400 V
  oxide field = 12.44 MV/cm
At line fold: smallest singular value H=2.6e-16, bordered=0.0528
Equilibrium count at voltage (V): 0.000:9, 0.048:9, 0.115:7, 0.240:5, 0.336:5, 0.480:1, 2.400:1
Zero-voltage representatives, m>=0 and d>=0:
 m=0.000, d=10.000, Q=0.000 uC/cm2
  G=-15.000 mJ/m2; n_V=0, n_Q=0; copies=2
 m=7.600, d=0.000, Q=6.218 uC/cm2
  G=-5.003 mJ/m2; n_V=0, n_Q=0; copies=2
 m=5.503, d=3.026, Q=4.502 uC/cm2
  G=-3.997 mJ/m2; n_V=1, n_Q=0; copies=4
 m=0.000, d=0.000, Q=0.000 uC/cm2
  G=-0.000 mJ/m2; n_V=2, n_Q=1; copies=1
Domain state ferroelectric capacitance = -15.781 uF/cm2
Oxide capacitance = 3.984 uF/cm2
Domain state total capacitance = 5.330 uF/cm2
Total/oxide capacitance ratio = 1.338
Gradient coefficient = 1.0e-09 m^3/F; matched width = 3.312 nm
Film thickness/cell width = 6.04
Two-region dE/dm at Q=0 = -0.250 |a|
Continuous narrow strip dE/dm = -0.5420 |a|
Narrow strip lowest loaded curvature = 0.3068 |a|
Continuous 10 nm strip dE/dm = -4.65e-05 |a|
Two cells on shared island: lowest curvature = -0.2500 |a|
Uniform V=0 state: oxide field=7.80 MV/cm, drop=1.561 V
Tunnel barrier = 3.0 eV; mass = 0.30 electron masses
Tunnel current = 7.93e+01 A/cm2; discharge time = 7.84e-08 s
Temperature = 300 K; cell depth = 2.0 nm
Barrier from domain state = 17.59 kT
Barrier from uniform state = 1.61 kT
```
